# Heat Counting Statistics and Fluctuation Symmetry of a One-Channel Harmonic Junction

## Definitions and conventions

Two harmonic leads, left (L) and right (R), are joined by a harmonic centre. Atomic units with $k_B=1$ are used in the algebra, so $\hbar=1$ and frequency is energy. The Hamiltonian is $H=H_L+H_C+H_R+V$, where $V$ couples the centre to the leads. The initial state is a product,

$$\rho_0\propto e^{-\beta_LH_L}\,\rho_C\,e^{-\beta_RH_R},\qquad n_\alpha(\omega)=\frac{1}{e^{\beta_\alpha\omega}-1}.$$

The heat $Q$ is the energy lost by the left lead: $H_L$ is measured projectively at time 0 and again at time $t$, and $Q$ is the first value minus the second. Since $\rho_0$ commutes with $H_L$, the first measurement does not disturb it. With $U=e^{-iHt}$,

$$Z(\lambda,t)=\langle e^{\lambda Q}\rangle=\mathrm{Tr}\left[\rho_0e^{\lambda H_L}U^\dagger e^{-\lambda H_L}U\right].\tag{1}$$

The generating function of the steady state is $G(\lambda)=\lim_{t\to\infty}t^{-1}\ln Z$. The affinity is $A=\beta_R-\beta_L$, positive when the left lead is hotter. The result is

$$G(\lambda)=-\int_0^\infty\frac{d\omega}{2\pi}\ln\left[1-T(\omega)X(\omega)\right],\tag{2}$$

$$X=n_L(1+n_R)(e^{\lambda\omega}-1)+n_R(1+n_L)(e^{-\lambda\omega}-1),$$

where $T(\omega)$ is the transmission probability, and

$$G(\lambda)=G(-A-\lambda)\quad\text{for every }0\le T(\omega)\le1.\tag{3}$$

Both derivations of (2) rest on four assumptions. The dynamics is harmonic and stable; there are two baths and no others; no localized vibration exists at the junction; and displacements at the cut bonds have bounded variance. A fifth concerns long times: $Z\simeq c(\lambda)e^{tG(\lambda)}$ with a finite, nonzero prefactor $c(\lambda)$, which collects the energies of the cut bonds and the switching-on at time 0.

## First derivation: scattering of wave packets

The equations of motion are linear and do not depend on time, so they conserve frequency. An outgoing amplitude varying as $e^{-i\omega t}$ can depend only on incoming amplitudes varying as $e^{-i\omega t}$. These are annihilation operators; creation operators vary as $e^{+i\omega t}$. Hence

$$b_i(\omega)=\sum_jS_{ij}(\omega)a_j(\omega),\qquad i,j\in\{L,R\}.$$

The outgoing operators obey the same commutation relations as the incoming ones, so $S$ is unitary. Its rows and columns are normalized, which gives $|S_{RL}|^2=|S_{LR}|^2=T$ and $|S_{LL}|^2=1-T$.

Divide the frequency axis into cells of width $\Delta$. In each cell the functions $\Delta^{-1/2}e^{i\omega\tau_j}$ with $\tau_j=2\pi j/\Delta$ are orthonormal, because the integral of $e^{2\pi i\omega(j-j')/\Delta}$ over the cell vanishes for $j\ne j'$. They describe packets reaching the junction at times $\tau_j$. During the window, $t\Delta/2\pi$ packets per lead and cell are scattered. A packet that is not scattered has the same energy in both measurements and contributes a factor 1.

Packets near the ends of the window are partly counted. The weight of a packet beyond a distance $d$ in time falls as $1/d$, so their total contribution grows as $\ln t$ at most and drops out of $t^{-1}\ln Z$. This is a leading-order argument, not a rigorous bound. Taking $t\to\infty$ first and then $\Delta\to0$ makes $S$ and $n_\alpha$ constant within a cell:

$$\ln Z\to t\int_0^\infty\frac{d\omega}{2\pi}\ln Z_\omega .\tag{4}$$

$Z_\omega$ belongs to one pair of incoming packets, which are thermal because they are built from normal modes of the separate leads.

For a matrix $B$ acting on the two one-phonon states, let $\mathcal F(B)$ apply $B$ to each phonon of a many-phonon state. Then $\mathcal F(B)\mathcal F(C)=\mathcal F(BC)$. If $B$ has eigenvalues $b_1,b_2$ of modulus below one,

$$\mathrm{Tr}\,\mathcal F(B)=\sum_{n_1,n_2}b_1^{n_1}b_2^{n_2}=\frac{1}{(1-b_1)(1-b_2)}=\frac1{\det(1-B)}.\tag{5}$$

Write $x=e^{-\beta_L\omega}$, $y=e^{-\beta_R\omega}$, $s=e^{\lambda\omega}$, and let $P$ project on the left. Every factor in (1) has the form $\mathcal F$: the state is $(1-x)(1-y)\mathcal F(\mathrm{diag}(x,y))$, the counting factors are $\mathcal F(s^{\pm P})$, and the evolution is $\mathcal F(S)$. Therefore

$$Z_\omega=\frac{(1-x)(1-y)}{\det(1-M)},\qquad M=\mathrm{diag}(xs,y)\,S^\dagger s^{-P}S.$$

Since $s^{-P}=1+(s^{-1}-1)P$ and $S^\dagger S=1$,

$$S^\dagger s^{-P}S=1+(s^{-1}-1)S^\dagger PS.$$

The diagonal elements of $S^\dagger PS$ are $|S_{LL}|^2=1-T$ and $|S_{LR}|^2=T$. Thus

$$\mathrm{tr}M=xs\left[1+(s^{-1}-1)(1-T)\right]+y\left[1+(s^{-1}-1)T\right]$$

$$=x\left[1+T(s-1)\right]+y\left[1+T(s^{-1}-1)\right],$$

and $\det M=xs\,y\,s^{-1}=xy$. For a $2\times2$ matrix $\det(1-M)=1-\mathrm{tr}M+\det M$, so

$$\det(1-M)=(1-x)(1-y)-T\left[x(s-1)+y(s^{-1}-1)\right].$$

Scattering phases have disappeared. Using $x/[(1-x)(1-y)]=n_L(1+n_R)$ and $y/[(1-x)(1-y)]=n_R(1+n_L)$, one finds $Z_\omega^{-1}=1-TX$. Equation (4) then gives (2).

## Second derivation: eliminating the leads

This route uses no scattering states. The centre is one bead with mass-weighted coordinate $x$, and

$$H=\tfrac12p^2+\tfrac12\Omega^2x^2-x(B_L+B_R)+H_L+H_R,$$

where $B_\alpha$ is proportional to the displacement of the last atom of lead $\alpha$.

In (1), the factors around $U^\dagger$ leave $H_L$ unchanged and turn $B_L$ into $e^{\lambda H_L}B_Le^{-\lambda H_L}=B_L(-i\lambda)$, the lead operator at a shifted time. Take $\lambda=i\xi$ first, so that the shift is the real time $\xi$. Counting then means that the backward evolution sees the left lead displaced in time.

Let $x_1(t)$ and $x_2(t)$ be the bead paths for $U$ and $U^\dagger$. The leads are Gaussian, and their average is fixed by

$$C_\alpha(\omega)=\int dt\,e^{i\omega t}\langle B_\alpha(t)B_\alpha(0)\rangle .$$

Let $\Sigma_\alpha$ be the retarded response, $\langle B_\alpha\rangle=\Sigma_\alpha x$, and $\Gamma_\alpha=2\,\mathrm{Im}\Sigma_\alpha$. Linear response gives $C_\alpha(\omega)-C_\alpha(-\omega)=\Gamma_\alpha(\omega)$. Thermal equilibrium gives $C_\alpha(-\omega)=e^{-\beta_\alpha\omega}C_\alpha(\omega)$. Solving the two equations for $\omega>0$,

$$C_\alpha(\omega)=\Gamma_\alpha(1+n_\alpha),\qquad C_\alpha(-\omega)=\Gamma_\alpha n_\alpha .$$

The time shift multiplies $C_L(\omega)$ by $e^{-\lambda\omega}$, but only where a backward path meets a forward one; two operators on the same branch are shifted together. Define

$$C_\lambda(\omega)=e^{-\lambda\omega}C_L(\omega)+C_R(\omega).$$

The average of $e^{-i\int x_2B}e^{i\int x_1B}$, with the first factor anti-time-ordered and the second time-ordered, is the exponential of half the second moment of the total exponent, taken with the same operator ordering. For a long window the frequencies are spaced by $2\pi/t$, and with $\mathbf x=(x_1,x_2)$ the total weight is

$$\exp\Big[-\frac1t\sum_{\omega>0}\mathbf x^\dagger K\mathbf x\Big],\qquad K=\begin{pmatrix}\bar C+iR&-C_\lambda(-\omega)\\-C_\lambda(\omega)&\bar C-iR\end{pmatrix}.\tag{6}$$

Here $\bar C=\frac12[C_0(\omega)+C_0(-\omega)]$ and $R=\Omega^2-\omega^2-\mathrm{Re}(\Sigma_L+\Sigma_R)$. The entry $iR$ joins the bead action, $i(\Omega^2-\omega^2)$, to the time-ordered correlation, which is $\bar C-i\,\mathrm{Re}\Sigma$; the backward branch has the opposite sign. Positive and negative frequencies give equal terms, because $\mathbf x(-\omega)=\mathbf x^*(\omega)$ and $K(-\omega)=K^T(\omega)$. This removes the factor $\frac12$.

For real $\xi$ the Hermitian part of $K$ is non-negative: its off-diagonal element has modulus

$$\tfrac12\left|e^{i\xi\omega}\Gamma_L(1+2n_L)+\Gamma_R(1+2n_R)\right|\le\bar C .$$

The Gaussian integral, with a vanishing convergence factor, gives $1/\det K$ per positive frequency. Since $Z=1$ at $\lambda=0$, the normalization is fixed by a ratio:

$$G(\lambda)=-\int_0^\infty\frac{d\omega}{2\pi}\ln\frac{\det K(\lambda)}{\det K(0)}.$$

The denominator follows from $\bar C^2-C_0(\omega)C_0(-\omega)=\frac14[C_0(\omega)-C_0(-\omega)]^2$:

$$\det K(0)=R^2+\tfrac14(\Gamma_L+\Gamma_R)^2=|D|^{-2},\qquad D=\frac1{\Omega^2-\omega^2-\Sigma_L-\Sigma_R}.$$

In $\det K(\lambda)-\det K(0)=C_0(\omega)C_0(-\omega)-C_\lambda(\omega)C_\lambda(-\omega)$, products from the same lead cancel, because $e^{-\lambda\omega}e^{\lambda\omega}=1$. The mixed products leave

$$\Gamma_L\Gamma_R\left[(1+n_L)n_R(1-e^{-\lambda\omega})+n_L(1+n_R)(1-e^{\lambda\omega})\right]=-\Gamma_L\Gamma_RX.$$

The ratio is therefore $1-TX$, with

$$T=\Gamma_L\Gamma_R|D|^2.\tag{7}$$

This is (2) again, continued from imaginary to real $\lambda$ where the prefactor stays finite. Since $\frac14(\Gamma_L+\Gamma_R)^2\ge\Gamma_L\Gamma_R$, (7) also gives $T\le1$.

## The symmetry and its range

From $n_\alpha/(1+n_\alpha)=e^{-\beta_\alpha\omega}$,

$$n_L(1+n_R)=e^{A\omega}n_R(1+n_L).$$

Replace $\lambda$ by $-A-\lambda$. The first exponential term in $X$ becomes $n_L(1+n_R)e^{-A\omega}e^{-\lambda\omega}=n_R(1+n_L)e^{-\lambda\omega}$, which was the second. Likewise the second becomes the first, and the constant terms do not change. $X$ is thus invariant at each frequency before $T$ enters, which proves (3).

The logarithm must be real. At $T=1$ its argument factorizes:

$$1-X=(1+n_L)(1+n_R)\left[1-e^{(\lambda-\beta_L)\omega}\right]\left[1-e^{-(\lambda+\beta_R)\omega}\right].$$

This is positive for $-\beta_R<\lambda<\beta_L$. For smaller $T$, $1-TX=(1-T)+T(1-X)$ is positive there too. The reflection $\lambda\to-A-\lambda$ maps the interval onto itself. The average (1) may nevertheless diverge inside it, and then (2) no longer describes it. In the anchored test chain described below, with the bead initially at $\beta_R=1.5/E_0$, the average at $t=80\,\hbar/E_0$ diverges near $\lambda=-1.09/E_0$, well inside the limit $-1.5/E_0$, and is infinite at $\lambda=-1.4/E_0$. A scan for sign changes of the determinant does not by itself exclude such a divergence.

Where the prefactor is finite, the probability density behaves as $P(qt)\sim e^{-tI(q)}$, with $I(q)=\sup_\lambda[\lambda q-G(\lambda)]$. Setting $\lambda=-A-\lambda'$,

$$I(-q)=\sup_{\lambda'}\left[(A+\lambda')q-G(\lambda')\right]=Aq+I(q).$$

Hence $P(Q)/P(-Q)\sim e^{AQ}$, for currents $q=G'(\lambda)$ such that both $\lambda$ and its mirror $-A-\lambda$ give a finite prefactor. Heat can run from cold to hot, with exponentially small weight.

## Cumulants and two limits

To second order in $\lambda$, $X=\lambda\omega(n_L-n_R)+\frac12\lambda^2\omega^2[n_L(1+n_R)+n_R(1+n_L)]$ and $-\ln(1-TX)=TX+\frac12T^2X^2$. The mean current $J=G'(0)$ and the noise $N=G''(0)$ are

$$J=\int_0^\infty\frac{d\omega}{2\pi}\,\omega T(n_L-n_R),$$

$$N=\int_0^\infty\frac{d\omega}{2\pi}\,\omega^2\left\{T[n_L(1+n_R)+n_R(1+n_L)]+T^2(n_L-n_R)^2\right\}.$$

For weak transmission, $G\simeq\int(d\omega/2\pi)\,TX$. This is the generating function of independent Poisson events: quanta $\omega$ pass to the right at rate $T\,n_L(1+n_R)d\omega/2\pi$ and to the left at rate $T\,n_R(1+n_L)d\omega/2\pi$. The ratio of the rates is $e^{A\omega}$, so the symmetry is detailed balance for each quantum.

In the classical limit, $\beta_\alpha\omega\ll1$ and $|\lambda|\omega\ll1$. Then $n_L-n_R\simeq A/(\beta_L\beta_R\omega)$ and the bracket in $N$ multiplying $T$ is $2/(\beta_L\beta_R\omega^2)$, so

$$X\simeq\frac{\lambda(\lambda+A)}{\beta_L\beta_R}.$$

Frequency has dropped out, and the symmetry can be read from the product $\lambda(\lambda+A)$.

For small $A$, keep $G\simeq J\lambda+\frac12N\lambda^2$. Then $G(-A)=G(0)=0$ requires $J=AN/2$, the link between conduction and equilibrium noise.

## What each derivation assumes

The first derivation needs asymptotic waves and a unitary $2\times2$ matrix. It covers a centre of any size, and it shows why phases are irrelevant. It does not calculate $T$. Its weak point is the treatment of packets at the ends of the window.

Beyond the assumptions shared by both, the second needs Gaussian leads with stationary, decaying correlations. It uses no scattering states and gives $T$ in terms of lead responses. As written it covers one bead; a larger centre would need a larger $K$. Its weak point is the replacement of a finite window by discrete frequencies, which neglects the same end effects, and the continuation in $\lambda$.

Both use the equilibrium relation between absorption and emission in each lead, and this produces the symmetry. Anharmonic forces would break both derivations of (2), since they mix frequencies.

Both can also fail to describe the count if the junction slides freely. In the second derivation the sign is that $\det K(0)$ vanishes at $\omega=0$. Suppose $H_L$ contains the link spring $k_\ell$ with the bead held at its origin. This clamped energy includes $\frac12k_\ell u^2$, where $u$ is the displacement of the last lead atom. If $\langle u^2\rangle$ grows, the counted mean becomes

$$J_{\rm counted}=J-\frac{k_\ell}{2}\frac{d\langle u^2\rangle}{dt}.\tag{8}$$

Springs that anchor the end atoms to a substrate remove the growth.

## A bead between two chains

Let each lead be a chain of atoms of mass $m$ and springs $k$, and use units $m=k=1$. The bead has mass $\mu$ and link springs $c$; the last atom of each lead has an anchor spring $g$. With $\omega=2\sin(q/2)$, the driven outgoing wave obeys $u_2=e^{iq}u_1$, and the last atom obeys

$$(1+c+g-\omega^2)u_1-u_2=\frac{c}{\sqrt\mu}\,x .$$

Inserting $\omega^2=2-e^{iq}-e^{-iq}$ and $B=(c/\sqrt\mu)u_1$ gives

$$\Sigma_L=\Sigma_R=\frac{c^2/\mu}{c+g-1+e^{-iq}},\qquad\Omega^2=\frac{2c}{\mu}.\tag{9}$$

The parameters are rough values in the regime of a gold–octanedithiol–gold junction: band top 20 meV, masses 197 u and 176 u, link spring 3.0 eV/Å$^2$ and anchor spring 2.5 eV/Å$^2$. The band top fixes the lead spring at 4.713 eV/Å$^2$. Hence $c=0.637$, $g=0.530$ and $\mu=0.893$, and the energy unit is $E_0=10$ meV.

At 10 meV, $\omega=1$ and $q=\pi/3$. Equation (9) gives $\Sigma_L=0.253+0.329i$, so $\Gamma_L=0.657$. With $\Omega^2=1.425$, $R=1.425-1-0.506=-0.081$ and

$$T=\frac{0.657^2}{0.081^2+0.657^2}=0.985 .$$

At 2 meV, $T$ is 0.044. As $\omega\to0$, (9) gives $\Gamma_\alpha\to0$ while $R\to2cg/[\mu(c+g)]$, which is nonzero when $g>0$. By (7) $T$ then vanishes, so the anchors block long waves.

Equation (2) was tested against (1) for chains with 100 atoms per lead, without scattering theory. Every factor in (1) is then a Gaussian operator that maps positions and momenta linearly, and so is their product. If the product has the map $W$, its trace is $|\det(W-1)|^{-1/2}$. At $\beta_L=1.0/E_0$ and $\beta_R=1.5/E_0$, $A=0.5/E_0$. The growth rate of $\ln Z$ between $t=80$ and $120\,\hbar/E_0$ was 0.0129973 at $\lambda=0.2/E_0$ and 0.0129978 at the mirror point $-0.7/E_0$; the integral gives 0.0129977 at both, in units of $E_0/\hbar$.

Without anchors, at the same two temperatures and with 160 atoms per lead, the counted mean was $-0.117\,E_0^2/\hbar$, against 0.0735 from the formula for $J$. Between $t=30$ and 60 the variance of $u$ rose from 23.52 to 41.41. By (8) the missing drift is $\frac12(0.637)(17.89/30)=0.190$. Restoring it gives 0.0730, within 1% of the formula. The counted mean itself depends on the lead length, because the fixed outer ends slow the growth of $\langle u^2\rangle$. With 600 atoms per lead and the same times it is $-0.172$ and the drift is 0.245, but their sum is still 0.073. The wrong sign came from the energy assignment, not from heat flowing towards the hotter lead.

## Heat in one nanosecond

Take anchored leads at 310 K and 290 K. The mean current is 642 pW, or 4.01 eV/ns. Division by 20 K gives a conductance of 32.1 pW/K. The affinity is $A=2.582$ eV$^{-1}$.

In 1 ns the heat has mean 4.01 eV and standard deviation 1.76 eV. The small-affinity relation predicts a variance $2(4.008)/2.582=3.10$ eV$^2$, against $1.763^2=3.11$ eV$^2$. Reversed heat has probability 1.15%. At the mean heat, $AQ=2.582\times4.008=10.35$, so the forward density exceeds the reverse density by a factor of about $3.1\times10^4$.

The mean, the width and the probabilities use $Z=e^{tG}$ and omit $c(\lambda)$. With the bead initially at 290 K, switching on the links lowers the mean by about 0.008 eV, to 4.00 eV, raises the standard deviation by less than 0.0002 eV, and raises the probability of reversed heat from 1.15% to 1.16%. In the finite chain, with the bead initially at 290 K, $\ln\langle e^{-AQ}\rangle$ was 0.0211 at both 5.3 ps and 7.9 ps. It is not zero, but it has stopped growing, as a boundary term should. At leading order for long times, the density at $+Jt$ is governed by $\lambda=0$ and that at $-Jt$ by $\lambda=-A$. The prefactor therefore lowers the logarithm of their ratio by 0.021, and the ratio by about 2%.

Real single-molecule junctions of this kind have conductances of roughly tens of pW/K near room temperature, so the model value has a reasonable size but no predictive accuracy. The following changes are made one at a time, with the other parameters fixed. Splitting the rigid bead into two, joined by 2.5 eV/Å$^2$, raises the conductance to 41.5 pW/K. Halving or doubling the anchor spring gives 39.7 or 20.7 pW/K. The link stretches by 0.082 Å rms; for a Morse bond with parameter 1.5 Å$^{-1}$ this changes its stiffness by 37% to first order. Links frozen at the softer or stiffer value give 17.7 or 44.0 pW/K. This range indicates sensitivity and is not a calculation of anharmonic scattering. The two-bead, doubled-anchor and stiff-link junctions each have a localized vibration just above the band, so they lie outside the assumptions made for (2). In a harmonic model such a vibration carries no steady heat current, and only the mean current is used for these cases.

Each further polarization could add at most 65.7 pW/K if fully open over the same band. Electronic heat, estimated from the Wiedemann–Franz law at a rough $5\times10^{-5}$ conductance quanta, is 0.03 pW/K. Thermal radiation between the electrodes is not included. Changing $T$ within the harmonic one-channel model alters the mean and the width but leaves (3) intact; inelastic scattering lies outside this proof. The numerical output lists the remaining values.

## Table of computed values

```
Inputs: band top 20.0 meV; E0 10.0 meV
Masses: lead atom 197 u; bead 176 u
Springs: lead 4.713, link 3.00 eV/A^2
Anchor spring 2.50 eV/A^2
Lead temperatures: left 310 K, right 290 K
TESTS (energy unit E0, time unit hbar/E0)
Inverse temperatures: 1.0, 1.5 1/E0
Two-mode average: Fock 1.034162627, formula 1.034162627
G(+0.20/E0): chain 0.0129973, integral 0.0129977 E0/hbar
G(-0.70/E0): chain 0.0129978, integral 0.0129977 E0/hbar
G(-0.25/E0): chain -0.0054442, integral -0.0054444 E0/hbar
Chain rate shift, earlier times: -7.40e-07 E0/hbar
Rate shift, other centre state: -8.09e-09 E0/hbar
Mean: chain 0.044397, formula 0.044395 E0^2/hbar
Noise: chain 0.191326, formula 0.191325 E0^3/hbar
Sliding chain, counted mean: -0.11681 E0^2/hbar
Sliding chain, drift restored: 0.07300, formula 0.07353 E0^2/hbar
End variance, 160-atom leads, t=30,60: 23.520, 41.411 hbar^2/(m E0)
End variance, 100-atom leads, t=80,100,120: 40.777, 42.522, 40.985 hbar^2/(m E0)
Finite-time sign loss in scan to -1.45/E0: none found
I(-q)-I(q) 0.01109884, A q 0.01109884 E0/hbar
WORKED EXAMPLE
Transmission at 2 meV: 0.04448
Transmission at 5 meV: 0.34430
Transmission at 10 meV: 0.98493
Transmission at 15 meV: 0.52760
Transmission at 19 meV: 0.19906
Thermal conductance: 32.1043 pW/K
Conductance shift, 200 to 400 nodes: 6.9e-13 pW/K
Heat current: 642.086 pW = 4.0076 eV/ns
Counting window: 1.0 ns
Mean heat in window: 4.0076 eV
Standard deviation in window: 1.7634 eV
Affinity A: 2.58165 1/eV
Probability of reversed heat: 0.01149
ln[P(Q)/P(-Q)] at mean Q: 10.346187; A Q: 10.346187
Forward-to-reverse density ratio: 31138.08
Exact ln<exp(-A Q)>, t=80: 2.109199e-02; t=120: 2.109240e-02
Those times: 5.266, 7.899 ps
NEGLECTED EFFECTS
Two-bead molecule, inner spring 2.5 eV/A^2: 41.470 pW/K
Rms link stretch: 0.0824 A
Morse parameter 1.5 1/A; rms stiffness change 37.1 %
Frozen soft/stiff links: 17.693/44.012 pW/K
Anchor halved/doubled: 39.724/20.738 pW/K
Ceiling per extra polarization: 65.676 pW/K
Electronic heat at 5e-05 G0: 0.02839 pW/K
```
